# Exchange striction and the up-up-down-down threshold in an Ising chain

## Problem

Classical spins $s_i=\pm1$ sit on a ring of $N$ sites, with $N$ divisible by four. Neighbours are coupled ferromagnetically, with strength $J=|J_1|>0$, and second neighbours antiferromagnetically, with strength $J_2>0$. Site $i$ can move along the chain by $u_i$, so bond $i$, between sites $i$ and $i+1$, changes its length by $d_i=u_{i+1}-u_i$. The ferromagnetic coupling depends linearly on this change, and each bond is a harmonic spring:

$$
E=\sum_{i=1}^{N}\left[-(J-a\,d_i)\,s_is_{i+1}+J_2\,s_is_{i+2}+\frac{k}{2}d_i^2\right],\qquad \sum_{i=1}^{N} d_i=0 .
$$

The last condition fixes the total length. Take $a>0$, so that the coupling weakens when a bond is stretched. $J_2$ does not depend on length, and the temperature is zero. The algebra is in atomic units.

Two states are of special interest: the ferromagnet F, with all spins parallel, and the state uudd, in which the pattern up-up-down-down repeats. In a rigid chain they exchange stability at $J_2=J/2$.

1. Find the relaxed energy of an arbitrary spin state.
2. At which $J_2$ do the energies of F and uudd cross?
3. Is this crossing the ground-state transition of a long chain? What happens on a short ring?
4. Let the sites carry alternating charges $\pm q$. Which electric dipole does uudd acquire?
5. Evaluate the results for $J=0.002$ eV, $a=0.02$ eV/angstrom, $k=4$ eV/angstrom$^2$ and $q=e$.

## Hints

**Hint 1.** Use the bond variables $b_i=s_is_{i+1}$. A parallel bond has $b_i=+1$ and a reversed bond has $b_i=-1$. Since $s_{i+1}^2=1$, the second-neighbour product is $s_is_{i+2}=b_ib_{i+1}$.

**Hint 2.** Keep the spins fixed and minimise over the $d_i$ with a Lagrange multiplier for the length. The result depends on the spins only through the mean of $b_i$.

**Hint 3.** A crossing of two energies settles a transition only if no third state lies lower. The inequality $(1-b_i)(1-b_{i+1})\ge0$ bounds the energies of all the other states.

**Hint 4.** For the dipole, relate the alternating sum of the $u_i$ to the alternating sum of the $d_i$.

## Solution

### 1. Relaxing the lattice

For fixed spins, the part of the energy that contains the lattice is $\sum_i(a\,d_ib_i+kd_i^2/2)$. Subtract $\lambda\sum_id_i$ and set the derivative with respect to $d_i$ to zero:

$$
a\,b_i+k\,d_i=\lambda .
$$

Sum over all bonds. The $d_i$ add to zero, so $\lambda=am$, where $m=N^{-1}\sum_ib_i$ is the mean bond variable. Hence

$$
d_i=-\frac{a}{k}(b_i-m).
$$

Parallel bonds contract and reversed bonds expand, measured from a common shift that keeps the length fixed.

Now insert this into the energy. Because $b_i^2=1$, we have $\sum_ib_i(b_i-m)=N(1-m^2)$ and also $\sum_i(b_i-m)^2=N(1-m^2)$. The coupling term gives $-(a^2/k)N(1-m^2)$, and the elastic term returns half of it with a positive sign. With

$$
W=\frac{a^2}{2k},\qquad c=\frac1N\sum_ib_ib_{i+1},
$$

the relaxed energy per site is

$$
e=-Jm+J_2c-W(1-m^2). \tag{1}
$$

The role of the constraint shows when it is removed. With free length $\lambda=0$, so $d_i=-(a/k)b_i$, and every spin state gains the same energy $-W$ per site. Striction then moves no threshold at all. Fixing the length adds the penalty $+Wm^2$, which reaches its maximum in F, where all the bonds want to contract and none can.

### 2. The crossing of F and uudd

In F all $b_i=1$, so $m=c=1$. In uudd the bonds alternate between $+1$ and $-1$, so $m=0$ and $c=-1$. Equation (1) gives

$$
e_{\rm F}=-J+J_2,\qquad e_{\rm uudd}=-J_2-W .
$$

Setting them equal gives $2J_2=J-W$, or

$$
J_2^{\times}=\frac J2-\frac W2=\frac J2-\frac{a^2}{4k}. \tag{2}
$$

The crossing is lowered by $a^2/(4k)$. The sign of $a$ does not matter. For stiff springs or weak striction the rigid value $J/2$ returns.

### 3. The competing states

**Lower bound on the energy.** Average $(1-b_i)(1-b_{i+1})\ge0$ over the ring. This gives $1-2m+c\ge0$, so $c\ge2m-1$. Equality holds when no two reversed bonds touch, which is possible for every $m\ge0$ that the ring allows. Since $J_2>0$, the lowest energy at given $m\ge0$ is

$$
e_{\min}(m)=-Jm+J_2(2m-1)-W(1-m^2)
=-J_2-W-(J-2J_2)m+Wm^2. \tag{3}
$$

For negative $m$, the same argument with $1+b_i$ gives $c\ge2|m|-1$. The term $-Jm$ is then positive, and the bound lies $2J|m|$ above $e_{\min}(|m|)$. Negative $m$ can therefore be dropped.

**Long chain.** Here $m$ is effectively continuous. The function (3) is convex, and its derivative vanishes at

$$
m^*=\frac{J-2J_2}{2W}. \tag{4}
$$

If this value exceeds 1, the minimum is at $m=1$, which is F. If it is negative, the minimum is at $m=0$, which is uudd. The boundaries follow from $m^*=1$ and $m^*=0$:

$$
\text{F for }J_2<\frac J2-W,\qquad
\text{uudd for }J_2>\frac J2 .
$$

Take $W<J/2$, so that the first boundary lies at positive $J_2$. Between the two boundaries the ground state is mixed, with separated reversed bonds at a density below that of uudd.

The crossing (2) lies in the middle of this range. There $J-2J_2=W$ and $m^*=1/2$, and (3) gives

$$
e_{\min}(1/2)=-J_2-W-\frac W2+\frac W4=-J_2-W-\frac W4 .
$$

The mixed state lies $W/4$ below both F and uudd. So the answer to the first part of question 3 is no: with only the total length fixed, striction lowers the crossing of the two energies, but uudd becomes the ground state of a long chain at the unlowered value $J/2$.

The penalty $Wm^2$ explains this. Starting from uudd at $J_2$ slightly below $J/2$, a few extra parallel bonds gain an energy linear in $m$, while the length constraint costs an energy quadratic in $m$. For small enough $m$ the gain wins.

**Short rings.** Going once around the ring must restore the spin, so the number $n$ of reversed bonds is even, and $m=1-2n/N$ changes in steps of $x=4/N$. Since (3) is convex, F first loses to the neighbouring value $m=1-x$:

$$
e_{\min}(1-x)-e_{\min}(1)=(J-2J_2)x+W(x^2-2x)=0 .
$$

Dividing by $x$ gives $J-2J_2=W(2-x)$, so F ends at

$$
J_2=\frac J2-W+\frac{2W}{N}. \tag{5}
$$

In the same way, uudd takes over from $m=x$ when $-(J-2J_2)x+Wx^2=0$, so it begins at

$$
J_2=\frac J2-\frac{2W}{N}. \tag{6}
$$

For $N=4$ both expressions equal $J/2-W/2$. A four-site ring has no room for a mixed state, and there the crossing (2) is the true transition. (On this ring the sum over $i$ meets each second-neighbour pair twice, as it must if the ring stands for the repeating cell of a chain.) A calculation restricted to a four-site cell of fixed length therefore finds the lowered threshold and misses the mixed states of the long chain.

### 4. The electric dipole

Give site $i$ the charge $(-1)^iq$, numbering the sites from zero. The dipole per two-site cell due to the displacements is $p=(2q/N)\sum_i(-1)^iu_i$. Shifting the index in the first part of the next sum changes its sign:

$$
\sum_i(-1)^id_i=\sum_i(-1)^iu_{i+1}-\sum_i(-1)^iu_i=-2\sum_i(-1)^iu_i .
$$

Insert $d_i=-(a/k)(b_i-m)$. The constant $m$ drops out of the alternating sum because $N$ is even, and

$$
p=-\frac qN\sum_i(-1)^id_i=\frac{qa}{kN}\sum_i(-1)^ib_i . \tag{7}
$$

In uudd the factor $(-1)^ib_i$ is the same on every bond, so $|p|=qa/k$. Moving the spin pattern by one site exchanges parallel and reversed bonds and reverses $p$. Flipping all spins leaves each $b_i$, and so $p$, unchanged. The polarity is tied to the position of the magnetic pattern on the charged lattice.

In the mixed range, (3) fixes the number of reversed bonds but not their arrangement. On a 16-site ring with four reversed bonds, placing them on bonds 0, 4, 8 and 12 gives $|p|=qa/(2k)$, while bonds 0, 3, 8 and 11 give $p=0$. Both arrangements have the same energy, so within this model the mixed state has no definite dipole.

### 5. Numbers

The striction energy is

$$
W=\frac{(0.02)^2}{2\times4}\ \text{eV}=5.0\times10^{-5}\ \text{eV}.
$$

The rigid threshold is $J/2=0.001000$ eV. The crossing (2) lies $W/2=2.5\times10^{-5}$ eV lower, at $0.000975$ eV or $3.583\times10^{-5}$ hartree, a reduction of 2.5 percent.

In a long chain F ends at $J/2-W=0.000950$ eV and uudd begins at $0.001000$ eV. At the crossing the mixed state lies $1.25\times10^{-5}$ eV per site below both.

These boundaries were tested by enumerating all spin states on small rings and solving the spring equations for each state:

| $N$ | F ends (eV) | uudd begins (eV) |
|---|---|---|
| 4 | 0.0009750 | 0.0009750 |
| 8 | 0.0009625 | 0.0009875 |
| 16 | 0.0009562 | 0.0009938 |

They agree with (5) and (6), and the mixed range widens with $N$ towards its long-chain limits. On a 400-site ring, a search over the number of separated reversed bonds gives $m=0.75$, $0.50$ and $0.25$ at $J_2=0.0009625$, $0.0009750$ and $0.0009875$ eV, as (4) requires.

In uudd the parallel bonds shorten and the reversed bonds lengthen by $a/k=0.02/4=0.005$ angstrom. The dipole per two-site cell is $0.005\,e$ angstrom in magnitude. The complete values are in the numerical output below.

### What the model leaves out

**Curvature of the exchange.** Replace $J-ad$ by $J\exp(-ad/J)$, which has the same value and slope at $d=0$. In a static lattice the crossing then moves by $-2.1\times10^{-8}$ eV, less than 0.1 percent of the lowering itself. Zero-point motion makes the curvature matter far more, as the next paragraph shows. In uudd the parallel and reversed bonds change length by $-d$ and $+d$, so the exchange energy per site is $-J\sinh(ad/J)$, which has no quadratic term. With $ad/J=0.02\times0.005/0.002=0.05$, the cubic term increases the lowering by the fraction $(ad/J)^2/3\approx0.0008$. This estimate concerns the crossing only, not the limits of the mixed range.

**Zero-point motion.** The spins enter the lattice energy through a linear force. Completing the square displaces each oscillator and leaves its frequency alone, so the zero-point energy is the same for every spin state and cancels from all the thresholds. This holds for the linear coupling only. Curvature of the exchange makes the spring constants depend on the spins. For the exponential form above and alternating masses of 55 and 59 atomic mass units, a harmonic estimate raises the crossing by about $1.3\times10^{-4}$ eV, five times the lowering found here. Most of this is a common increase of $J$, and it is already included if $J$ is understood as the coupling averaged over the zero-point motion. In the harmonic estimate the remainder lowers the crossing by about $6\times10^{-6}$ eV, a quarter of the static lowering. This figure is only a rough guide, because $(a/J)^2\langle d^2\rangle/2\approx0.14$ is not very small. A self-consistent Gaussian treatment of the vibrations gives a total shift of about $1.4\times10^{-4}$ eV and a remainder between $7\times10^{-6}$ and $1.2\times10^{-5}$ eV, depending on the state in which $J$ is averaged. The thresholds above are therefore those of the linear model, not predictions to the digits shown for a real chain.

**Coulomb forces.** The charges of section 4 serve only to define the dipole; their interaction is not in the energy. For unscreened charges $\pm e$ spaced by 2.5 to 3 angstrom, it would lower the energy of uudd, at the displacements found here, by about 0.3 to 0.5 $W$ per site. The interaction softens the alternating displacement. If the lattice relaxes again with it included, the relaxation energy of uudd grows from $W$ to about $1.4\,W$ (3 angstrom) or $1.9\,W$ (2.5 angstrom) per site, and the dipole from $0.005$ to about $0.007$ or $0.010\,e$ angstrom. Part of this can be absorbed into $k$. The interaction also separates the two 16-site arrangements of section 4, by less than $0.01\,W$ per site at the displacements found here and by up to about $0.03\,W$ after relaxation, so their equal energy is a property of the model.

**Temperature.** $W/k_{\rm B}$ is 0.58 K. At temperatures of this order or higher, entropy competes with the small energy differences found here, and the zero-temperature boundaries no longer describe the state of the chain. At lower temperatures they are already smooth crossovers, because a single long chain has no long-range spin order at any temperature above zero.

**Real chains.** The parameters are round numbers and represent no particular compound. In a magnetic crystal built of Ising chains with two alternating kinds of ion, two assumptions are open to doubt. The surrounding crystal may hold the length locally, and $J_2$ also depends on distance. For the present numbers, fixing the length of every two-bond cell (Variation 1) brings the onset of uudd in a long chain down from $0.001000$ eV to the crossing at $0.000975$ eV. A $J_2$ that weakens with distance at a rate of $0.004$ eV/angstrom (Variation 2) brings it to within about $0.000001$ eV of the crossing, but a slope of the opposite sign raises the onset instead. A crystal at constant pressure may also change its total length. If it does so freely, with no applied force and with a $J_2$ that does not depend on distance, the threshold stays at $J/2$, as section 1 shows. A distance-dependent $J_2$ or an applied pressure can shift it.

## Variation 1: every two-bond cell has fixed length

*Hold every second site in place, so that only the sites between can move. Where is the transition now?*

The two bonds of a cell obey $d_1=-d_2=d$. The lattice part of the cell energy is $ad(b_1-b_2)+kd^2$, with its minimum at $d=-a(b_1-b_2)/(2k)$. The gain per cell is

$$
-\frac{a^2}{4k}(b_1-b_2)^2=-\frac{a^2}{4k}(2-2b_1b_2)=-W(1-b_1b_2).
$$

Let $c_{\rm in}$ be the mean of $b_ib_{i+1}$ for pairs within cells and $c_{\rm out}$ the mean for pairs that join two cells. Then $c=(c_{\rm in}+c_{\rm out})/2$, and per site

$$
e=-Jm+\frac{J_2+W}{2}c_{\rm in}+\frac{J_2}{2}c_{\rm out}-\frac W2 .
$$

Each bond belongs to one inner and one outer pair, so the inequality of Hint 3 gives $c_{\rm in}\ge2m-1$ and $c_{\rm out}\ge2m-1$ separately. For $m\ge0$ the lowest energy is therefore

$$
e_{\min}(m)=-J_2-W-(J-2J_2-W)m .
$$

Negative $m$ is again higher by $2J|m|$. The quadratic penalty has gone, and a linear function has its minimum at an end of the interval. The ground state changes directly from F to uudd at

$$
J_2=\frac J2-\frac W2 .
$$

At this one value all states with separated reversed bonds have equal energy. Enumeration on rings of 8, 12 and 16 sites, with alternate sites held, puts both boundaries at $0.000975$ eV. The lowered threshold is thus a true transition when every two-bond cell has fixed length. Longer cells do not suffice: if only every four-bond cell has fixed length, a mixed range remains between $0.0009625$ and $0.0009875$ eV.

## Variation 2: $J_2$ also depends on distance

*Return to fixed total length, but replace $J_2$ by $J_2-\beta(d_i+d_{i+1})$ for the pair $(i,i+2)$. What survives?*

With $c_i=b_ib_{i+1}$, the coefficient of $d_i$ in the energy becomes

$$
g_i=ab_i-\beta(c_{i-1}+c_i),
$$

and the relaxation energy is $-(2k)^{-1}\sum_i(g_i-\bar g)^2$, where $\bar g$ is the mean of $g_i$. In F and in uudd all the $c_i$ are equal, so the new term is a constant and drops out of $g_i-\bar g$. The crossing (2) is unchanged.

The mixed range does change. Put $r=\beta/a$ and reverse one bond in a long ferromagnetic chain, far from any other reversed bond. The background value is $g=a-2\beta$. The reversed bond has $g=-a+2\beta$, a deviation of $-2a+4\beta$. Each of its two neighbours has $g=a$, a deviation of $2\beta$. The change of $\bar g$ contributes a term that vanishes as $1/N$. The cost of the reversed bond is

$$
2J-4J_2-W\left[(2-4r)^2+8r^2\right],
$$

which vanishes at

$$
J_2=\frac J2-W(1-4r+6r^2).
$$

For $r=0$ this is the earlier boundary $J/2-W$. For $\beta=0.004$ eV/angstrom, $r=0.2$ and the bracket is $0.44$, so isolated reversed bonds become favourable at about $0.000978$ eV. This lies above the crossing at $0.000975$ eV, so isolated reversed bonds no longer undermine F below the crossing.

This argument covers one kind of competitor. Enumeration of all states on a 16-site ring with the same $\beta$ covers the rest for that size: F ends and uudd begins at $0.000975$ eV, with no mixed range. 
A longer chain behaves differently, because it has room for a segment of uudd inside F. Let the segment cover a fraction $x$ of the chain. The mean of $g_i$ is $a(1-2r)$ in F and $2ra$ in uudd, and within uudd $g_i$ has variance $a^2$. The variance over the whole chain is then $a^2[x+(1-4r)^2x(1-x)]$, apart from the ends of the segment. The first term belongs to the weighted average of the two pure energies; the second lowers the energy per site by a further $W(1-4r)^2x(1-x)$.

The ends cost a fixed energy. A segment with $n$ reversed bonds has only $n-1$ parallel bonds with $g=a+2\beta$, and two outer neighbours with $g=a$. Compared with the ideal mixture, two bonds with $g=a$ replace one with $a+2\beta$ and one with $a-2\beta$. The sum of $g_i$ is unchanged and the sum of $g_i^2$ falls by $8\beta^2$, which costs $8r^2W$. At the crossing, the total energy relative to F and uudd is therefore

$$
8r^2W-NW(1-4r)^2x(1-x).
$$

For $r=0.2$ and $x=1/2$ this is $(0.32-0.01N)W$: positive for $N=16$, in line with the enumeration, but negative for $N>32$. Any arrangement of separated reversed bonds is a set of such segments, each costing $8r^2W$, so one segment is the best choice. Touching reversed bonds cost an extra $4J_2\approx78W$ per pair, far more than the lattice can return.

In a long chain the end cost is negligible. Setting the derivative of the energy with respect to $x$ to zero at $x=0$ and at $x=1$ gives the boundaries

$$
J_2=\frac J2-\frac W2\mp\frac W2(1-4r)^2,
$$

or $0.000974$ and $0.000976$ eV for $r=0.2$. The crossing survives, and for this $r$ a narrow mixed range survives around it. The range closes at $r=1/4$, and it is wider than without $\beta$ when $r$ is negative or larger than $1/2$.

## Table of computed values

```
J = |J1|: 0.0020 eV
exchange slope a: 0.020 eV/angstrom
bond stiffness k: 4.0 eV/angstrom^2
striction energy W: 5.000e-05 eV per site
rigid-chain threshold J/2: 0.001000 eV
F-uudd crossing: 0.000975 eV
lowering of crossing: 2.500e-05 eV
relative lowering: 2.50 percent
F-uudd crossing: 3.5831e-05 hartree
N=4: F ends 0.0009750 eV, uudd starts 0.0009750 eV
N=8: F ends 0.0009625 eV, uudd starts 0.0009875 eV
N=12: F ends 0.0009583 eV, uudd starts 0.0009917 eV
N=16: F ends 0.0009562 eV, uudd starts 0.0009938 eV
long-chain F limit J/2-W: 0.000950 eV
fixed cells N=8: F ends 0.0009750 eV, uudd starts 0.0009750 eV
fixed cells N=12: F ends 0.0009750 eV, uudd starts 0.0009750 eV
fixed cells N=16: F ends 0.0009750 eV, uudd starts 0.0009750 eV
N=400, J2=0.0009625 eV: best mean bond 0.750
N=400, J2=0.0009750 eV: best mean bond 0.500
mixed state below F and uudd by 1.250e-05 eV per site
N=400, J2=0.0009875 eV: best mean bond 0.250
uudd parallel-spin bond change: -0.0050 angstrom
uudd opposite-spin bond change: 0.0050 angstrom
uudd dipole per two-site cell: 0.0050 e angstrom
dipole after one-site shift: -0.0050 e angstrom
dipole after spin flip: 0.0050 e angstrom
mixed state, polar order: |dipole| 0.0025 e angstrom
mixed state, nonpolar order: |dipole| 0.0000 e angstrom
J2 slope in sensitivity test: 0.004 eV/angstrom
with J2 slope: F-uudd crossing 0.0009750 eV
with J2 slope, N=16: F ends 0.0009750 eV, uudd starts 0.0009750 eV
exponential J1 shifts crossing by -2.09e-08 eV
oscillator test, force 0.3 a.u.: shift -0.045000 hartree
temperature scale W/k_B: 0.580 K
```
